# Composition-dependent diffusivity from two snapshots of a sealed couple

## Definitions and conventions

A planar binary couple occupies \(0<x<L\). Its composition \(c(x,t)\) is the atomic fraction of one component, and \(D(c)\) is the interdiffusion coefficient. The flux, positive towards larger \(x\), is \(J=-D(c)c_x\); subscripts \(x\) and \(t\) denote derivatives. The model is

\[
c_t=\partial_x\!\left[D(c)\,c_x\right],\qquad c_x(0,t)=c_x(L,t)=0 .
\]

It assumes one-dimensional transport in a single phase, constant molar volume, sealed walls, constant temperature between the snapshots, and a diffusivity that depends on composition alone. The equations are classical and hold in any consistent units, atomic units included. The example uses µm and seconds internally, with \(1\ \mu\mathrm{m^2/s}=10^{-8}\ \mathrm{cm^2/s}\).

Two profiles \(c_1(x)\) and \(c_2(x)\) are measured at \(t_1\) and \(t_2=t_1+\tau\). Define

\[
G(x)=\int_0^x (c_2-c_1)\,dx',\qquad m(x)=\frac{c_1+c_2}{2}.
\]

The estimate, assigned to composition \(m(x)\), is

\[
D_{\rm est}(x)=\frac{G(x)}{\tau\,m_x(x)} .
\]

It needs the interval \(\tau\), but neither the total annealing time nor the initial profile. It gives \(D\) only at compositions present in the mean profile.

## Derivation from one wall

Integrate the diffusion equation from the left wall to \(x\):

\[
\int_0^x c_t\,dx'=\left[D(c)c_x\right]_0^x=D(c)c_x .
\]

The lower limit vanishes because the wall is sealed. The rate at which material accumulates between the wall and \(x\) therefore fixes the flux at \(x\).

Now introduce \(\Phi(c)\) with \(\Phi'(c)=D(c)\). The chain rule gives \(\Phi_x=D c_x\), and integration over time gives

\[
G(x)=\int_{t_1}^{t_2}\Phi_x(x,t)\,dt .
\]

This identity holds for any interval within the model. The approximation enters when the time average of \(\Phi_x=Dc_x\) is replaced by \(D(m)m_x\).

**Leading error.** Let all quantities without an index refer to the middle time. Assume that the profile is smooth in time throughout the interval, which excludes an interval starting at a sharp initial step. Then

\[
c_{1,2}=c\mp\frac{\tau}{2}c_t+\frac{\tau^2}{8}c_{tt}\mp\frac{\tau^3}{48}c_{ttt}+O(\tau^4).
\]

The odd terms cancel in the mean:

\[
m=c+\frac{\tau^2}{8}c_{tt}+O(\tau^4).
\]

For the time average, expand \(\Phi_x\) in \(s=t-t_{\rm mid}\). The linear term integrates to zero, and the average of \(s^2/2\) over \([-\tau/2,\tau/2]\) is \(\tau^2/24\). Hence

\[
\frac{G}{\tau}=\Phi_x+\frac{\tau^2}{24}\partial_x\Phi_{tt}+O(\tau^4).
\]

The quantity that we would like to obtain is

\[
D(m)m_x=\partial_x\Phi(m)
=\Phi_x+\frac{\tau^2}{8}\partial_x(Dc_{tt})+O(\tau^4).
\]

Subtract these two lines, using \(\Phi_t=Dc_t\) and \(\Phi_{tt}=Dc_{tt}+D'c_t^2\):

\[
\begin{aligned}
[D_{\rm est}-D(m)]m_x
&=\tau^2\partial_x\!\left[\frac{Dc_{tt}+D'c_t^2}{24}-\frac{3Dc_{tt}}{24}\right]+O(\tau^4)\\
&=-\frac{\tau^2}{24}\partial_x\!\left[2Dc_{tt}-D'c_t^2\right]+O(\tau^4).
\end{aligned}
\]

To leading order \(m_x\) may be replaced by \(c_x\), so

\[
D_{\rm est}-D(m)=
-\frac{\tau^2}{24c_x}\partial_x\!\left[2Dc_{tt}-D'c_t^2\right]+O(\tau^4).
\]

Centring matters. If the slope and the label come from the first snapshot, then \(G/\tau=\Phi_x(t_1)+(\tau/2)\Phi_{xt}(t_1)+O(\tau^2)\), and the error is

\[
\frac{G}{\tau c_{1x}}-D(c_1)=\frac{\tau}{2c_{1x}}\partial_x(Dc_t)\big|_{t_1}+O(\tau^2).
\]

This is first order in the interval.

## Two limiting cases

**One decaying mode.** For constant \(D\), take \(k=\pi/L\) and

\[
c=\tfrac12+A\cos(kx)e^{-\lambda t},\qquad \lambda=Dk^2 .
\]

With \(e_i=e^{-\lambda t_i}\),

\[
G=\frac{A}{k}\sin(kx)(e_2-e_1),\qquad
m_x=-\frac{Ak}{2}\sin(kx)(e_1+e_2).
\]

The amplitude and the sine cancel in the ratio:

\[
D_{\rm est}=\frac{2}{k^2\tau}\frac{e_1-e_2}{e_1+e_2}
=\frac{2}{k^2\tau}\tanh\frac{\lambda\tau}{2}.
\]

Thus, with \(z=Dk^2\tau/2\),

\[
\frac{D_{\rm est}}{D}=\frac{\tanh z}{z}=1-\frac{z^2}{3}+O(z^4).
\]

The general error formula gives the same leading term: here \(D'=0\) and \(c_{tt}=\lambda^2(c-\tfrac12)\), so the relative error is \(-\lambda^2\tau^2/12=-z^2/3\). At \(z=0.50\) the ratio is 0.924. For \(z\gg1\), \(D_{\rm est}\to2/(k^2\tau)\), which no longer depends on \(D\): the second profile is almost flat, and the decay rate cannot be read from the pair in this way.

**At a wall.** Both \(G\) and \(m_x\) vanish at \(x=0\). Close to the wall,

\[
G=x[c_2(0)-c_1(0)]+\cdots,\qquad m_x=x\,m_{xx}(0)+\cdots,
\]

so \(D_{\rm est}\to[c_2(0)-c_1(0)]/[\tau m_{xx}(0)]\), provided \(m_{xx}(0)\ne0\). This is the finite-interval form of \(D=c_t/c_{xx}\), which the diffusion equation gives where \(c_x=0\). The limit is finite, but it divides two small measured quantities, so noise can make the wall points unreliable, especially where the profile is only weakly curved.

## Closure at the second wall

Conservation requires \(G(L)=0\). Suppose the second measurement has a uniform calibration offset \(\epsilon\). Then \(G\) acquires the error \(\epsilon x\), and \(G(L)=\epsilon L\). The correction

\[
G_{\rm closed}(x)=G(x)-\frac{x}{L}G(L)
\]

removes this error from the integral. The label \(m\) remains shifted by \(\epsilon/2\), so the recovered \(D\) differs from the true value at that label by the relative amount \(-(D'/D)\epsilon/2\) to first order.

Record the unforced \(G(L)\) before closing. A nonzero value can also mean a leak, unequal specimens or a composition-dependent calibration error. Closure removes the uniform part of a calibration error, and what remains still distorts \(G\). It does not repair a leak: if only one wall leaks, start the integral at the sealed wall and do not close it. If no closure is applied, an offset does less damage when the integral starts at the nearer wall.

## Discrete scheme with cosine modes

Let \(N\) readings lie at \(x_i=(i+\tfrac12)h\), where \(i=0,\ldots,N-1\) and \(h=L/N\). For each snapshot, compute

\[
a_n=\frac{2}{N}\sum_{i=0}^{N-1}c_i\cos(nkx_i),\qquad 1\le n\le M<N .
\]

The cosine functions have zero slope at both walls. Let \(\Delta a_n=a_{n,2}-a_{n,1}\) and \(\bar a_n=(a_{n,1}+a_{n,2})/2\). Integrating and differentiating the modes gives

\[
G=\sum_{n=1}^M \Delta a_n\frac{\sin(nkx)}{nk},\qquad
m_x=-\sum_{n=1}^M \bar a_n\,nk\sin(nkx).
\]

The difference of the two spatial means is omitted from \(G\). This is the closure correction, since every remaining sine vanishes at \(x=L\).

```
input: x[i], c1[i], c2[i], L, tau, sigma, M, output points X
k = pi/L;  N = number of readings
offset = mean(c2) - mean(c1)      # report L*offset as G(L)
level = (mean(c1) + mean(c2))/2
for n = 1..M:
    a1 = (2/N) sum_i c1[i] cos(n k x[i])
    a2 = (2/N) sum_i c2[i] cos(n k x[i])
    da[n] = a2 - a1;  am[n] = (a1 + a2)/2
for each X strictly between the walls:
    m = level + sum_n am[n] cos(n k X)
    G = sum_n da[n] sin(n k X)/(n k)
    s = -sum_n am[n] n k sin(n k X)
    vG = (4 sigma^2/N) sum_n [sin(n k X)/(n k)]^2
    vs = (sigma^2/N) sum_n [n k sin(n k X)]^2
    r = sqrt(vG/G^2 + vs/s^2)
    if r is below the chosen limit:
        output m, D = G/(tau s), r
```

For \(P\) output points the cost is \(O(NM+PM)\) operations. Storage is \(O(N+M+P)\) if the cosines are generated as needed. There is no time stepping and hence no time-step stability limit. Stability here means control of noise amplification.

## Noise and its amplification

Assume independent reading errors with the same standard deviation \(\sigma\) in both snapshots. Discrete orthogonality gives \(\sum_i\cos^2(nkx_i)=N/2\) for \(1\le n<N\), with zero cross terms between different modes. Consequently

\[
\operatorname{var}a_n=\frac{4}{N^2}\sigma^2\frac N2=\frac{2\sigma^2}{N},\quad
\operatorname{var}\Delta a_n=\frac{4\sigma^2}{N},\quad
\operatorname{var}\bar a_n=\frac{\sigma^2}{N}.
\]

The covariance of \(\Delta a_n\) and \(\bar a_n\) is half the difference of the two equal variances, hence zero. Summing over modes,

\[
\operatorname{var}G=\frac{4\sigma^2}{N}\sum_{n=1}^M\frac{\sin^2(nkx)}{(nk)^2},\qquad
\operatorname{var}m_x=\frac{\sigma^2}{N}\sum_{n=1}^M(nk)^2\sin^2(nkx).
\]

For small errors, \(\delta D/D=\delta G/G-\delta m_x/m_x\), and therefore

\[
\left(\frac{\sigma_D}{D}\right)^2=
\frac{\operatorname{var}G}{G^2}+\frac{\operatorname{var}m_x}{m_x^2}.
\]

If the snapshots have unequal noise, the covariance of \(G\) and \(m_x\) must be retained. The formula also leaves out the error of the label \(m\), which is estimated for the example below.

The two sums behave differently. The terms for \(G\) fall as \(1/n^2\), so extra modes add little. Those for \(m_x\) grow as \(n^2\). Away from the walls, replacing \(\sin^2\) by its average \(1/2\) gives \(\operatorname{var}m_x\approx\sigma^2k^2M^3/(6N)\) for large \(M\). Choose \(M\) large enough that adding modes shifts the \(D\) recovered from noise-free model profiles by less than its noise; further modes mainly add noise. The example below uses \(M=8\), which is more than this rule requires.

**Direct summation.** A running sum of the readings gives \(G\) at \(x=jh\) without modes. It contains \(j\) independent differences, each of variance \(2\sigma^2\), so its standard deviation is \(\sigma\sqrt{2hx}\). After closure, the first \(j\) differences have weight \(1-j/N\) and the remaining \(N-j\) have weight \(-j/N\). Thus

\[
\begin{aligned}
\operatorname{var}G_{\rm closed}
&=2\sigma^2h^2\left[j\left(1-\frac jN\right)^2+(N-j)\frac{j^2}{N^2}\right]\\
&=2\sigma^2h^2\frac{j(N-j)}{N}
=2\sigma^2h\,\frac{x(L-x)}{L}.
\end{aligned}
\]

Closure therefore also reduces noise, most strongly near the far wall.

## Choosing the interval

Hold the middle time and the readings fixed, and vary \(\tau\). The slope noise is then independent of \(\tau\) to leading order. Let \(B\tau^2\) be the rms relative bias over the output points and \(A/\tau\) the rms relative noise from \(G\). The part of the squared error that varies is

\[
E^2=B^2\tau^4+\frac{A^2}{\tau^2}.
\]

Setting its derivative to zero gives \(4B^2\tau^3=2A^2/\tau^3\), or

\[
\tau_*=\left(\frac{A}{\sqrt2\,B}\right)^{1/3}.
\]

At this interval the noise term is \(\sqrt2\) times the bias term. Since \(A\propto\sigma\), halving the reading noise shortens the best interval by the factor \(2^{-1/3}\approx0.79\).

The bias formula needs \(c_{tt}\). Within the model \(c_{tt}=\partial_x^2(Dc_t)\), so it can be estimated from the pair and the recovered \(D\), but this takes two further spatial derivatives of noisy data. Alternatively, a third profile \(c_{\rm mid}\) at the middle time supplies \(c_{tt}\approx4(c_1-2c_{\rm mid}+c_2)/\tau^2\), while \(c_t\approx(c_2-c_1)/\tau\). These can be inserted in the bias formula if the noise permits. In the example below, with \(M=8\), it does not: at the positions 10, 20, …, 70 µm the scatter of a bias estimated in this way is at least as large as the bias itself. With five modes the scatter is smaller and falls below the bias at 60 and 70 µm.

## Worked copper–nickel example

The parameters are rough values in the regime of a copper–nickel foil couple at 1273 K. Here \(c\) is the copper fraction, copper starts on the left, and \(L=80\) µm. Synthetic profiles are generated with

\[
D=D_0e^{\beta c},\qquad D_0=5.0\times10^{-11}\ \mathrm{cm^2/s},\quad \beta=2.5 .
\]

The forward calculation uses the expanded form \(c_t=Dc_{xx}+D'c_x^2\), which does not impose conservation on its grid. The unforced \(G(L)\) is nevertheless \(-5.8\times10^{-6}\) µm, against a largest \(|G|\) of 1.43 µm.

Snapshots at 10.5 h and 13.5 h give \(\tau=10800\) s. Each has 80 readings at 1 µm spacing with noise \(\sigma=0.003\), and \(M=8\). At the centre of one noisy pair, \(m=0.538\), \(G=-1.3376\) µm and \(m_x=-0.006567\ \mu\mathrm{m}^{-1}\). The negative \(G\) means that copper has left the left half. The estimate is

\[
D_{\rm est}=\frac{-1.3376}{10800(-0.006567)}
=0.01886\ \mu\mathrm{m^2/s}
=1.89\times10^{-10}\ \mathrm{cm^2/s}.
\]

The law used to make the data gives \(1.92\times10^{-10}\ \mathrm{cm^2/s}\) at the same label.

The uncertainty can be traced too. At \(x=L/2\) only odd modes have nonzero sines. The sums over \(n=1,3,5,7\) are \(\sum n^{-2}=1.172\) and \(\sum n^2=84\). With \(k=0.03927\ \mu\mathrm{m}^{-1}\),

\[
\sigma_G=\frac{2(0.003)}{\sqrt{80}}\frac{\sqrt{1.172}}{0.03927}=0.0185\ \mu\mathrm m,
\]
\[
\sigma_{m_x}=\frac{0.003}{\sqrt{80}}(0.03927)\sqrt{84}=1.21\times10^{-4}\ \mu\mathrm{m}^{-1}.
\]

These are 1.4% of \(|G|\) and 1.8% of \(|m_x|\), which combine to 2.3% of \(D\). The 1.7% deviation found above is within one standard deviation. The label variance is at most \((\sigma^2/N)(M+\tfrac12)\), so the label error has a standard deviation below 0.001. Multiplied by \(\beta\), this is below 0.25% of \(D\).

Results at three positions, with \(D\) in \(10^{-10}\ \mathrm{cm^2/s}\), are:

| \(x\) (µm) | \(m\) | recovered \(D\) | law |
|---:|---:|---:|---:|
| 10 | 0.655 | 2.46 ± 0.21 | 2.57 |
| 40 | 0.538 | 1.89 ± 0.04 | 1.92 |
| 70 | 0.287 | 0.99 ± 0.02 | 1.02 |

The relative uncertainty is 8.2% at 10 µm, where the slope is small, and 1.8% at 60 µm, where the slope is the steepest of the seven positions 10, 20, …, 70 µm. A test with 4000 noisy pairs gave 8.3% and 1.8% there. The mean profile spans copper fractions from 0.25 to 0.66, although the couple began with nearly pure ends. Outside that range the estimate gives no value of \(D\); earlier pairs are needed.

Without noise, the largest bias between 4 and 76 µm is 2.2%, against 2.4% from the leading formula. Halving \(\tau\) at fixed middle time reduces the rms bias by a factor 3.87, close to the expected 4. Using the first snapshot for slope and label raises the largest error to 14%, and halving then gains a factor 1.91. The interval formula gives 3.4 h, and a direct scan in half-hour steps gives 3.5 h, with 1.9% combined rms error from bias and \(G\) noise. The chosen 3 h is close to this optimum.

## Why a similarity analysis fails here

The Boltzmann–Matano estimate from one profile at time \(t\) is

\[
D_{\rm BM}=-\frac{1}{2t\,c_x}\int_0^x(x'-x_M)c_x\,dx',
\]

where \(x_M\) makes the integral over the whole couple vanish. It assumes that the profile depends on \((x-x_M)/\sqrt t\). Sealed walls at fixed positions break this scaling once diffusion reaches them.

The single mode shows the consequence. With \(c-\tfrac12=a\cos kx\), symmetry gives \(x_M=L/2\). At the centre, integration by parts yields

\[
\int_0^{L/2}(x'-L/2)c_x\,dx'=\frac{aL}{2}-\frac ak
=\frac ak\left(\frac\pi2-1\right).
\]

Since \(c_x=-ak\) there, \(D_{\rm BM}=(\pi/2-1)/(2k^2t)\). This value does not contain the true diffusivity and falls as \(1/t\).

For the copper–nickel model, the largest Boltzmann–Matano error over compositions 0.2–0.8 is 2.6% at 0.5 h. At 12 h it is 96% between 4 and 76 µm. This value depends on the cut-off at 4 µm: near the left wall \(c_x\approx x\,c_{xx}(0)\), the integral is about \(-x_Mx^2c_{xx}(0)/2\), and \(D_{\rm BM}\approx x\,x_M/(4t)\) tends to zero, so the error approaches 100% at the wall. The law, thickness and initial profile are the same in both cases.

## Failure modes and the real couple

**Measurement faults.** An offset of 0.2 at.% between sessions changes \(D\) by up to 18% if \(G\) is not closed. At 70 µm the false contribution is \(0.002\times70=0.14\) µm, while \(|G|\) is about 0.79 µm. Closure leaves 0.25%, the label shift \(\beta\epsilon/2\). If separate twin couples are used, a 0.1 µm displacement of the initial interface gives \(G(L)=0.100\) µm and errors up to 10%, or 1.1% after closure. Gaussian probe blur of standard deviation 0.5 µm changes \(D\) by less than 0.1% for these smooth profiles, provided that readings near the walls are normalised to the total signal of both components. If the signal lost beyond the surface is not corrected, the change reaches 2.3% even after closure when \(G\) is summed directly over a finely sampled profile and the slope is taken locally. The cosine scheme is far more sensitive, because the low readings next to the walls enter every mode: with the 80 readings and \(M=8\), \(D\) changes by more than 10% at 20, 30 and 70 µm and has the wrong sign at 10 µm. These figures refer to the seven positions from 10 to 70 µm.

**Material assumptions.** Copper and nickel form a continuous solid solution at this temperature, so a single-phase model is appropriate. The exponential law is a convenient choice, not a fit to measurements; rough tracer data, combined with a thermodynamic factor well below one at middle compositions, suggest that real interdiffusion is several times slower than the law gives, both near pure nickel and over the range of compositions recovered here. The tabulated values of \(D\), the annealing times and the best interval therefore belong to the model, not to a real couple. The sealed walls also need care in practice. The vapour pressure of copper at 1273 K is roughly 0.01 Pa, so a bare copper-rich surface in a pumped vacuum can lose several µm of copper in 3 h, more than the largest \(|G|\) here. The model applies only if such loss is suppressed. With rough molar volumes of 7.1 and 6.6 cm³/mol, treating atomic fraction as the conserved variable changes \(D\) at fixed position by up to 2.0% after closure. Without closure the largest change rises to about 8.5%, at 70 µm, because atomic fraction is not conserved when the molar volumes differ. A 3 K temperature error, with a rough barrier of 2.4 eV, changes it by 5.3%. A 2 min timing error in 180 min contributes 1.1%. Since \(D\) scales as length squared, positions measured at room temperature and not corrected for thermal expansion (roughly \(17\times10^{-6}\ \mathrm{K^{-1}}\)) lower it by about 3%. Grain boundaries can matter more. For square columnar grains of width \(g\) and boundary width \(\delta\), the boundary area fraction is about \(2\delta/g\). With \(\delta=0.5\) nm, \(g=1\) mm and a rough boundary-to-lattice diffusivity ratio of \(10^4\), boundaries add about 1.0% to the flux averaged over the cross-section. A line scan in the middle of such a grain sees almost none of this, because the grain is much wider than the diffusion length of about 30 µm. If the grains were as wide as the foil is thick, 80 µm, the same estimate would give 12.5%. Unequal atomic mobilities can also produce pores, whose effect is not estimated here.

**Model faults.** A moving phase boundary makes the profile discontinuous, and the Taylor argument fails at points it crosses between snapshots. The truncated cosine series does worse: a jump distorts its slope far from the boundary too. In that case use direct summation for \(G\) and local differences within each phase for the slope. At an interior extremum \(m_x=0\), while \(G\) for a finite interval is generally not exactly zero at the same point. The ratio then diverges there even without noise, unlike at a wall. If \(D\) also depends on time or stress, a pair still returns a curve, but it is not a material function of composition. Two pairs at different middle times provide a check: where their composition ranges overlap, their curves should agree within the combined noise and bias. Agreement does not exclude an error common to both pairs, such as a wrong temperature.

Further computed values are in the numerical output below.

## Calculated quantities

```
Thickness 80 um; temperature 1273 K
D law: D0 5.00e-11 cm2/s, beta 2.5
D at pure Cu end of law: 6.09e-10 cm2/s
Snapshots: 10.5 and 13.5 h
Readings 80, spacing 1.0 um, noise 0.3 at.%
Mean-profile wall values: 0.6621, 0.2465
Unforced G(L): -5.77e-06 um; max |G|: 1.4306 um
Noisy example; D in 1e-10 cm2/s; sd is predicted
x/um  c      G/um    slope/um^-1  D     sd    D law
 10  0.6554  -0.4090  -0.001538   2.463  0.210  2.574
 20  0.6317  -0.7850  -0.002975   2.443  0.108  2.426
 30  0.5950  -1.1057  -0.004651   2.201  0.067  2.213
 40  0.5378  -1.3376  -0.006567   1.886  0.044  1.918
 50  0.4641  -1.4220  -0.008347   1.577  0.030  1.595
 60  0.3733  -1.2768  -0.009361   1.263  0.022  1.271
 70  0.2867  -0.7883  -0.007366   0.991  0.021  1.024
Noise-free D, direct integral, 1e-10 cm2/s, same x:
2.5607 2.4223 2.2012 1.9136 1.5864 1.2620 1.0061
Predicted relative sd, %, same x:
8.20 4.47 3.04 2.31 1.91 1.78 2.13
Sampled relative sd, %, same x:
8.33 4.56 3.01 2.33 1.89 1.78 2.15
Cosine mode: z 0.50, D ratio 0.92424
Max centred bias, 3 h: 2.199 %
  from formula: 2.366 %
Max one-sided bias, 3 h: 13.76 %
Error ratio 3 h/1.5 h: centred 3.866, one-sided 1.908
Matano max error: 0.5 h 2.55 %, 12 h 95.9 %
G noise at 60 um: raw 0.0329, closed 0.0164 um
  sampled: 0.0331, 0.0164 um
Best interval: formula 3.40 h, scan 3.5 h
  rms bias + G noise at scan best: 1.90 %
D shift, 400 to 800 cells: 0.0167 %
D shift, 8 to 12 cosine modes: 0.082 %
Largest effects on D at the listed x:
Offset 0.2 at.%: raw 17.8 %, closed 0.250 %
Twin interface shift 0.1 um: G(L) 0.1000 um
  D error: raw 10.1 %, closed 1.1 %
Probe blur sd 0.5 um: 0.036 %
Molar volumes 7.1, 6.6 cm3/mol: 2.0 %
Drift 3 K, barrier 2.4 eV: 5.3 %
Timing error 2 min: 1.1 %
Boundaries: width 0.5 nm, grain 1 mm, D ratio 1e+04
  boundary contribution: 1.0 %
```
